# Drift-diffusion currents in a graded alloy with position-dependent mass: verification in Python

```python
"""Drift-diffusion in a graded alloy with position-dependent masses.

Result under test (atomic units, electron charge -1, prime = d/dx):
  J_n = mu_n*n*[Ec' - 1.5*kT*(ln m_n)'] + mu_n*kT*n'
  J_p = mu_p*p*[Ev' + 1.5*kT*(ln m_p)'] - mu_p*kT*p'
and both currents vanish in equilibrium.
Ec, Ev: band edges; m_n, m_p: masses; n, p: densities; mu: mobilities.
Ec = -phi - chi, Ev = Ec - Eg, with potential phi, affinity chi, gap Eg.
Conditions: one temperature, nondegenerate carriers, slow grading.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, solve_banded

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
SLOPE = HARTREE / BOHR                 # hartree/bohr to eV/angstrom
temperature = 300.0
kT = const.k * temperature / const.e / HARTREE

# Model parameters at the left and right ends of the grade
gap_ends = np.array([1.60, 1.40]) / HARTREE
chi_ends = np.array([4.00, 4.12]) / HARTREE
mn_ends = np.array([0.10, 0.07])
mp_ends = np.array([0.60, 0.50])
grade_start, grade_length = 1000 / BOHR, 2000 / BOHR
acceptors = 1e-7 * BOHR**3
permittivity = 12.0


def fraction(x):
    return np.clip((x - grade_start) / grade_length, 0, 1)


def linear(ends, x):
    return ends[0] + (ends[1] - ends[0]) * fraction(x)


def geometric(ends, x):
    return ends[0] * (ends[1] / ends[0])**fraction(x)


def effective_states(mass):
    return 2 * (mass * kT / (2 * np.pi))**1.5


# ---- Quantum equilibrium density from a position-dependent-mass Hamiltonian
def quantum_density(width_angstrom, edge_drop):
    """Return kT*(ln n)' and n at the centre of a tanh grade."""
    points, step = 601, 6.0 / BOHR
    width = width_angstrom / BOHR
    x = (np.arange(points) - points // 2) * step
    half = np.append(x - step / 2, x[-1] + step / 2)

    def mass_at(y):
        return mn_ends[0] * (mn_ends[1] / mn_ends[0])**(
            0.5 * (1 + np.tanh(y / width)))

    edge = -edge_drop * 0.5 * (1 + np.tanh(x / width))
    inverse = 1 / mass_at(half)
    off = -inverse[1:-1] / (2 * step**2)
    kinetic = (inverse[:-1] + inverse[1:]) / (2 * step**2)
    reference = mn_ends.max()
    density = np.zeros(points)
    nodes, weights = np.polynomial.laguerre.laggauss(10)
    for node, weight in zip(nodes, weights):
        transverse = reference * kT * node / mass_at(x)
        levels, states = eigh_tridiagonal(kinetic + edge + transverse, off)
        local = states**2 @ np.exp(-levels / kT) / step
        density += weight * np.exp(node) * local
    density *= 2 * reference * kT / (2 * np.pi)
    c = points // 2
    slope = kT * np.log(density[c + 1] / density[c - 1]) / (2 * step)
    return slope, density[c]


log_mass_step = np.log(mn_ends[1] / mn_ends[0])
coefficients = {}
for width in (600.0, 150.0):
    slope, _ = quantum_density(width, 0.0)
    mass_slope = log_mass_step / (2 * width / BOHR)
    coefficients[width] = slope / (kT * mass_slope)
assert abs(coefficients[600.0] / 1.5 - 1) < 0.01
assert abs(coefficients[150.0] - 1.5) > 4 * abs(coefficients[600.0] - 1.5)

drop = 0.12 / HARTREE
q_diffusion, q_density = quantum_density(600.0, drop)
q_edge = -drop / (2 * 600 / BOHR)
q_mass = -1.5 * kT * log_mass_step / (2 * 600 / BOHR)
q_sum = q_edge + q_mass + q_diffusion
assert abs(q_sum) < 0.01 * abs(q_edge)
assert abs(q_edge + q_diffusion) > 0.05 * abs(q_edge)
classical = effective_states(np.sqrt(mn_ends.prod())) * np.exp(drop / 2 / kT)
assert abs(q_density / classical - 1) < 0.01

# ---- Equilibrium bands of the p-type layer from the Poisson equation
grid = np.linspace(0, 4000, 401) / BOHR
h = grid[1] - grid[0]
chi, gap = linear(chi_ends, grid), linear(gap_ends, grid)
mn, mp = geometric(mn_ends, grid), geometric(mp_ends, grid)
Nc, Nv = effective_states(mn), effective_states(mp)
# The Fermi level is the zero of energy; start from local neutrality
phi = -chi - gap - kT * np.log(acceptors / Nv)
for iteration in range(60):
    holes = Nv * np.exp((-phi - chi - gap) / kT)
    electrons = Nc * np.exp((phi + chi) / kT)
    factor = 4 * np.pi / permittivity
    residual = np.zeros_like(phi)
    residual[1:-1] = ((phi[2:] - 2 * phi[1:-1] + phi[:-2]) / h**2
                      + factor * (holes - electrons - acceptors)[1:-1])
    bands = np.zeros((3, phi.size))
    bands[0, 2:] = 1 / h**2
    bands[2, :-2] = 1 / h**2
    bands[1] = -2 / h**2 - factor * (holes + electrons) / kT
    bands[1, [0, -1]] = 1.0
    change = solve_banded((1, 1), bands, -residual)
    phi += change
    if np.max(np.abs(change)) < 1e-12:
        break
assert np.max(np.abs(change)) < 1e-11
Ec, Ev = -phi - chi, -phi - chi - gap

gl_nodes, gl_weights = np.polynomial.legendre.leggauss(80)


def fermi_density(edge_above_level, mass):
    """Density from the k-space sum with full Fermi-Dirac occupation."""
    top = 10 * np.sqrt(mass * kT)
    k = 0.5 * top * (gl_nodes + 1)
    occupation = 1 / (np.exp((edge_above_level + k**2 / (2 * mass)) / kT) + 1)
    return np.sum(0.5 * top * gl_weights * k**2 * occupation) / np.pi**2


def current_terms(i):
    """Edge, mass, diffusion parts of J/(mu*density), both carriers."""
    def slope_of(values):
        return (values[1] - values[0]) / (2 * h)
    pair = [i - 1, i + 1]
    n_pair = [fermi_density(Ec[j], mn[j]) for j in pair]
    p_pair = [fermi_density(-Ev[j], mp[j]) for j in pair]
    electron = np.array([slope_of(Ec[pair]),
                         -1.5 * kT * slope_of(np.log(mn[pair])),
                         kT * slope_of(np.log(n_pair))])
    hole = np.array([slope_of(Ev[pair]),
                     1.5 * kT * slope_of(np.log(mp[pair])),
                     -kT * slope_of(np.log(p_pair))])
    return electron, hole


middle, near_start = 200, 110
terms = {i: current_terms(i) for i in (middle, near_start)}
for pair_of_terms in terms.values():
    for carrier in pair_of_terms:
        assert abs(carrier.sum()) < 0.01 * np.max(np.abs(carrier))

p_middle = fermi_density(-Ev[middle], mp[middle])
n_middle = fermi_density(Ec[middle], mn[middle])
assert abs(p_middle / acceptors - 1) < 0.01
gap_slope = (gap_ends[1] - gap_ends[0]) / grade_length
mn_log_slope = np.log(mn_ends[1] / mn_ends[0]) / grade_length
mp_log_slope = np.log(mp_ends[1] / mp_ends[0]) / grade_length
electron_force = -terms[middle][0][0] - terms[middle][0][1]
predicted_force = -gap_slope + 1.5 * kT * (mn_log_slope + mp_log_slope)
assert abs(electron_force / predicted_force - 1) < 0.005
field = -(phi[middle + 1] - phi[middle - 1]) / (2 * h)
chi_slope = (chi_ends[1] - chi_ends[0]) / grade_length
n_ratio = (fermi_density(Ec[-1], mn[-1]) / fermi_density(Ec[0], mn[0]))
ratio_law = (np.exp((gap_ends[0] - gap_ends[1]) / kT)
             * (mn_ends[1] * mp_ends[1] / mn_ends[0] / mp_ends[0])**1.5)
assert abs(n_ratio / ratio_law - 1) < 0.01

# ---- Nonequilibrium flux from the Boltzmann streaming term
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)


def kinetic_flux(edge, mass, density, x, power):
    """Particle flux for relaxation time (kinetic energy/kT)**power."""
    m = mass(x)
    thermal = np.sqrt(m * kT)
    k = (5 * thermal * (gl_nodes + 1))[:, None]
    kx = k * cos_nodes[None, :]
    measure = (2 * np.pi * k**2 * 5 * thermal
               * gl_weights[:, None] * cos_weights[None, :])

    def energy(y):
        return edge(y) + k**2 / (2 * mass(y))

    def maxwell(y, k_squared):
        spread = mass(y) * kT
        return (density(y) * (2 * np.pi * spread)**-1.5
                * np.exp(-k_squared / (2 * spread)))

    dx, dk = 1.0, 1e-3 * thermal
    force = -(energy(x + dx) - energy(x - dx)) / (2 * dx)
    df_dx = (maxwell(x + dx, k**2) - maxwell(x - dx, k**2)) / (2 * dx)
    df_dk = (maxwell(x, k**2 + 2 * kx * dk + dk**2)
             - maxwell(x, k**2 - 2 * kx * dk + dk**2)) / (2 * dk)
    velocity = kx / m
    tau = (k**2 / (2 * m * kT))**power
    streaming = velocity * df_dx + force * df_dk
    return -np.sum(measure * tau * velocity * streaming)


x_mid = grid[middle]
grade_end = grade_start + grade_length


def injected(x):
    return 1e-3 * acceptors * (grade_end - x) / grade_length


inj = injected(x_mid)
inj_slope = -1e-3 * acceptors / grade_length
Ec_slope, Ev_slope = terms[middle][0][0], terms[middle][1][0]
flux_errors = {}
for power in (0.0, -0.5):
    for name, charge, ends, edge_slope, log_slope in (
            ("electron", -1, mn_ends, Ec_slope, mn_log_slope),
            ("hole", 1, mp_ends, -Ev_slope, mp_log_slope)):
        def mass_here(x, ends=ends):
            return geometric(ends, x)

        def edge_here(x, s=edge_slope):
            return s * (x - x_mid)

        current = charge * kinetic_flux(edge_here, mass_here, injected,
                                        x_mid, power)
        # Mobility: response of uniform material to a small uniform force
        test_force = 1e-6
        m_mid = mass_here(x_mid)
        mobility = kinetic_flux(lambda x: -test_force * (x - x_mid),
                                lambda x: m_mid, lambda x: 1.0,
                                x_mid, power) / test_force
        if name == "electron":
            law = mobility * (inj * (Ec_slope - 1.5 * kT * log_slope)
                              + kT * inj_slope)
        else:
            law = mobility * (inj * (Ev_slope + 1.5 * kT * log_slope)
                              - kT * inj_slope)
        flux_errors[name, power] = current / law - 1
        assert abs(flux_errors[name, power]) < 1e-4

# Mean force of the mass gradient on a Maxwell gas of electrons
m_mid = geometric(mn_ends, x_mid)
k = 5 * np.sqrt(m_mid * kT) * (gl_nodes + 1)
maxwell_weight = gl_weights * k**2 * np.exp(-k**2 / (2 * m_mid * kT))
mass_force = -(k**2 / (2 * geometric(mn_ends, x_mid + 1))
               - k**2 / (2 * geometric(mn_ends, x_mid - 1))) / 2
mean_force = np.sum(maxwell_weight * mass_force) / np.sum(maxwell_weight)
assert abs(mean_force / (1.5 * kT * mn_log_slope) - 1) < 1e-5

# ---- Printed numbers
U = "eV/angstrom"
print(f"Temperature: {temperature:.0f} K; kT = {kT*HARTREE:.5f} eV")
print(f"Gap, left and right: {gap_ends[0]*HARTREE:.2f}, "
      f"{gap_ends[1]*HARTREE:.2f} eV")
print(f"Affinity, left and right: {chi_ends[0]*HARTREE:.2f}, "
      f"{chi_ends[1]*HARTREE:.2f} eV")
print(f"Electron mass, left and right: {mn_ends[0]:.2f}, {mn_ends[1]:.2f} m_e")
print(f"Hole mass, left and right: {mp_ends[0]:.2f}, {mp_ends[1]:.2f} m_e")
print(f"Grade length: {grade_length*BOHR:.0f} angstrom, from "
      f"{grade_start*BOHR:.0f} to {grade_end*BOHR:.0f} angstrom")
print(f"Acceptor density: {acceptors/BOHR**3:.1e} angstrom^-3; "
      f"relative permittivity {permittivity:.0f}")
debye = np.sqrt(permittivity * kT / (4 * np.pi * acceptors))
print(f"Debye length: {debye*BOHR:.1f} angstrom")
wave = np.sqrt(2 * np.pi / (m_mid * kT))
print(f"Electron thermal wavelength, middle: {wave*BOHR:.1f} angstrom")
print("QUANTUM EQUILIBRIUM DENSITY (tanh grade, centre)")
for width, value in coefficients.items():
    print(f"Mass coefficient, width {width:.0f} angstrom: {value:.4f}")
print("With band-edge drop 0.12 eV, width 600 angstrom, J_n/(mu_n n):")
print(f"  edge {q_edge*SLOPE:.4e}, mass {q_mass*SLOPE:.4e} {U}")
print(f"  diffusion {q_diffusion*SLOPE:.4e}, sum {q_sum*SLOPE:.1e} {U}")
print(f"  sum without mass term {(q_edge+q_diffusion)*SLOPE:.2e} {U}")
print(f"  quantum/classical density: {q_density/classical:.4f}")
print("GRADED P-TYPE LAYER IN EQUILIBRIUM")
print(f"Electric field (force on unit + charge), middle: {field*SLOPE:.3e} {U}")
print(f"Affinity force on electrons: {chi_slope*SLOPE:.3e} {U}")
print(f"Alloy force on holes: {-(chi_slope+gap_slope)*SLOPE:.3e} {U}")
for i, place in ((middle, "middle"), (near_start, "near start")):
    print(f"At {grid[i]*BOHR:.0f} angstrom ({place}), J/(mu*density) in {U}:")
    for name, t in zip(("electrons", "holes"), terms[i]):
        e, m, d = t * SLOPE
        print(f"  {name}: edge {e:.3e}, mass {m:.3e}, "
              f"diffusion {d:.3e}, sum {t.sum()*SLOPE:.1e}")
print(f"Hole density / acceptor density, middle: {p_middle/acceptors:.4f}")
print(f"Hole density / N_v, middle: {p_middle/Nv[middle]:.4f}")
print(f"Electron density, middle: {n_middle/BOHR**3:.3e} angstrom^-3")
print(f"Electron density ratio, right/left: {n_ratio:.1f}; "
      f"from gap and masses: {ratio_law:.1f}")
print(f"Electron force with mass term, middle: {electron_force*SLOPE:.3e} {U}")
print(f"  from gap and masses: {predicted_force*SLOPE:.3e} {U}")
print(f"  gap part alone: {-gap_slope*SLOPE:.3e} {U}")
print(f"  in atomic units: {electron_force:.3e} hartree/bohr")
print("INJECTED ELECTRONS, density falling linearly to 0 at grade end")
inj_diffusion = -kT * inj_slope / inj
print(f"Band-edge force, middle: {-Ec_slope*SLOPE:.3e} {U}")
print(f"Mass force, middle: {mean_force*SLOPE:.3e} {U}")
print(f"Diffusion driving force, middle: {inj_diffusion*SLOPE:.3e} {U}")
total_drive = -Ec_slope + mean_force + inj_diffusion
print(f"Total driving force, middle: {total_drive*SLOPE:.3e} {U}")
for (name, power), error in flux_errors.items():
    print(f"Boltzmann/law - 1, {name}, tau power {power:.1f}: {error:.1e}")
print("PASS")
```

Output:

```
Temperature: 300 K; kT = 0.02585 eV
Gap, left and right: 1.60, 1.40 eV
Affinity, left and right: 4.00, 4.12 eV
Electron mass, left and right: 0.10, 0.07 m_e
Hole mass, left and right: 0.60, 0.50 m_e
Grade length: 2000 angstrom, from 1000 to 3000 angstrom
Acceptor density: 1.0e-07 angstrom^-3; relative permittivity 12
Debye length: 130.9 angstrom
Electron thermal wavelength, middle: 148.8 angstrom
QUANTUM EQUILIBRIUM DENSITY (tanh grade, centre)
Mass coefficient, width 600 angstrom: 1.4972
Mass coefficient, width 150 angstrom: 1.4412
With band-edge drop 0.12 eV, width 600 angstrom, J_n/(mu_n n):
  edge -1.0000e-04, mass 1.1526e-05 eV/angstrom
  diffusion 8.8345e-05, sum -1.3e-07 eV/angstrom
  sum without mass term -1.17e-05 eV/angstrom
  quantum/classical density: 1.0033
GRADED P-TYPE LAYER IN EQUILIBRIUM
Electric field (force on unit + charge), middle: -3.645e-05 eV/angstrom
Affinity force on electrons: 6.000e-05 eV/angstrom
Alloy force on holes: 4.000e-05 eV/angstrom
At 2000 angstrom (middle), J/(mu*density) in eV/angstrom:
  electrons: edge -9.645e-05, mass 6.916e-06, diffusion 8.953e-05, sum 2.0e-18
  holes: edge 3.553e-06, mass -3.535e-06, diffusion -5.368e-09, sum 1.2e-08
At 1100 angstrom (near start), J/(mu*density) in eV/angstrom:
  electrons: edge -8.783e-05, mass 6.916e-06, diffusion 8.091e-05, sum 1.1e-17
  holes: edge 1.217e-05, mass -3.535e-06, diffusion -8.602e-06, sum 3.6e-08
Hole density / acceptor density, middle: 0.9965
Hole density / N_v, middle: 0.0098
Electron density, middle: 3.908e-30 angstrom^-3
Electron density ratio, right/left: 1020.3; from gap and masses: 1020.3
Electron force with mass term, middle: 8.953e-05 eV/angstrom
  from gap and masses: 8.955e-05 eV/angstrom
  gap part alone: 1.000e-04 eV/angstrom
  in atomic units: 1.741e-06 hartree/bohr
INJECTED ELECTRONS, density falling linearly to 0 at grade end
Band-edge force, middle: 9.645e-05 eV/angstrom
Mass force, middle: -6.916e-06 eV/angstrom
Diffusion driving force, middle: 2.585e-05 eV/angstrom
Total driving force, middle: 1.154e-04 eV/angstrom
Boltzmann/law - 1, electron, tau power 0.0: -1.9e-08
Boltzmann/law - 1, hole, tau power 0.0: -4.4e-08
Boltzmann/law - 1, electron, tau power -0.5: 8.6e-09
Boltzmann/law - 1, hole, tau power -0.5: 6.8e-08
PASS
```
